**Thermal variance of an extracted trap peak**

For trapped density \(n\) measured against Fermi level \(\mu\), the apparent density \(dn/d\mu\) has variance \(s^2=\sigma_0^2+\pi^2(kT)^2/3\), where \(\sigma_0\) is the intrinsic standard deviation, \(k\) Boltzmann's constant and \(T\) the temperature. For \(s=60\) meV at 300 K, the recovered intrinsic width is 37.4 meV. The program fills Gaussian and skewed peaks with Fermi statistics, differences the filling curves, and asserts that their variances follow the formula. It also asserts the kurtosis, the degeneracy shift, the error derivatives and the full width of the thermal kernel. A Poisson calculation for a 5 nm film is asserted to agree with the first-order band-bending formula within 5 per cent of the added variance. The output shows that band bending in the 20 nm example film would raise the recovered width to 48.0 meV if the surface potential served as the energy axis. It also gives the effects of a finite energy window, unsubtracted background charge and a Gaussian fit, together with estimated emission times.

## Program and output

```python
"""
Result under test: if trapped density n is measured against Fermi level mu,
the apparent density of states D = dn/dmu of a trap peak has variance
    s^2 = sigma0^2 + pi^2 (kT)^2 / 3,
where sigma0 is the standard deviation of the intrinsic peak g(E).
Hence sigma0 = sqrt(s^2 - pi^2 (kT)^2 / 3).
Energies are in meV relative to the peak centre, unless stated otherwise.
D is obtained here by filling g(E) with Fermi statistics and differencing n.
The film parameters are rough typical values for amorphous In-Ga-Zn oxide.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, curve_fit
from scipy.special import expit

K_MEV = const.k / const.e * 1e3          # Boltzmann constant, meV/K
T = 300.0
S_MEASURED = 60.0
kT = K_MEV * T
energy = np.arange(-400.0, 401.0)
mu = np.arange(-900.0, 901.0)


def thermal_sd(temp):
    return np.pi * K_MEV * temp / np.sqrt(3)


def recover(s, temp=T):
    return np.sqrt(s**2 - thermal_sd(temp)**2)


def gaussian_peak(sd):
    g = np.exp(-energy**2 / (2 * sd**2))
    return g / g.sum()


def filling(g, temp=T, degeneracy=1.0):
    """Filled fraction of the peak at every Fermi level in mu."""
    x = (mu[:, None] - energy[None, :]) / (K_MEV * temp)
    return expit(x + np.log(degeneracy)) @ g


def moments(level, n):
    """Mean, variance and excess kurtosis of dn/dlevel."""
    mid = (level[1:] + level[:-1]) / 2
    w = np.diff(n)
    w = w / w.sum()
    mean = w @ mid
    var = w @ (mid - mean)**2
    return mean, var, w @ (mid - mean)**4 / var**2 - 3


def fwhm(n):
    """Full width at half maximum of a symmetric dn/dmu centred at zero."""
    mid = (mu[1:] + mu[:-1]) / 2
    d = np.diff(n)
    right = mid > 0
    return 2 * np.interp(-d.max() / 2, -d[right], mid[right])


# Differencing over 1 meV adds 1/12 meV^2 to a variance: tolerance 0.1 meV^2.
VAR_TOL = 0.1

# Thermal kernel: variance by quadrature of its definition
kernel_var = 2 * quad(lambda y: y**2 / (4 * np.cosh(y / 2)**2), 0, 80)[0]
assert abs(kernel_var - np.pi**2 / 3) < 1e-7

# Round trip for the worked example
sigma0 = recover(S_MEASURED)
n_peak = filling(gaussian_peak(sigma0))
mean1, var1, kurt1 = moments(mu, n_peak)
assert abs(var1 - S_MEASURED**2) < VAR_TOL
kurt_formula = 1.2 * (thermal_sd(T) / S_MEASURED)**4
assert abs(kurt1 - kurt_formula) < 1e-3

# A skewed, non-Gaussian peak at three temperatures
ramp = np.where((energy > -60) & (energy < 120), energy + 60, 0.0)
ramp /= ramp.sum()
ramp_var = ramp @ energy**2 - (ramp @ energy)**2
temps = np.array([200.0, 300.0, 400.0])
ramp_s2 = np.array([moments(mu, filling(ramp, t))[1] for t in temps])
slope, intercept = np.polyfit(temps**2, ramp_s2, 1)
slope_formula = np.pi**2 * K_MEV**2 / 3
assert abs(slope / slope_formula - 1) < 1e-5
assert abs(intercept - ramp_var) < VAR_TOL

# Degeneracy factor 2: shift without broadening
mean2, var2, _ = moments(mu, filling(gaussian_peak(sigma0), degeneracy=2.0))
assert abs((mean2 - mean1) + kT * np.log(2)) < 1e-3
assert abs(var2 - var1) < 1e-3

# Error growth, by finite differences of the inversion
ds_num = (recover(S_MEASURED + 0.01) - recover(S_MEASURED - 0.01)) / 0.02
dT_num = (recover(S_MEASURED, T + 0.01) - recover(S_MEASURED, T - 0.01)) / 0.02
ds_formula = S_MEASURED / sigma0
dT_formula = -np.pi**2 * K_MEV**2 * T / (3 * sigma0)
assert abs(ds_num - ds_formula) < 1e-5
assert abs(dT_num - dT_formula) < 1e-5

# Full widths at half maximum (linear interpolation on a 1 meV grid)
kernel_fwhm = 4 * np.arccosh(np.sqrt(2)) * kT
assert abs(fwhm(expit(mu / kT)) - kernel_fwhm) < 0.1
widths = [fwhm(filling(gaussian_peak(sd))) for sd in (5, 10, 20, sigma0, 60)]
assert np.all(np.diff(widths) > 0) and widths[0] > kernel_fwhm
assert kernel_fwhm > S_MEASURED


# Least-squares Gaussian fit in place of the standard deviation
def fitted_sd(intrinsic_sd):
    mid = (mu[1:] + mu[:-1]) / 2
    d = np.diff(filling(gaussian_peak(intrinsic_sd)))
    keep = np.abs(mid) < 300
    popt, _ = curve_fit(lambda x, a, b: a * np.exp(-x**2 / (2 * b**2)),
                        mid[keep], d[keep] / d.max(), p0=(1.0, 60.0))
    return abs(popt[1])


fit_sd = fitted_sd(sigma0)
assert fit_sd < S_MEASURED
sigma0_if_fit = brentq(lambda x: fitted_sd(x) - S_MEASURED, 20, 60, xtol=1e-4)
assert sigma0_if_fit > sigma0

# Finite energy window
window_sd = {}
for half in (150, 200, 250):
    keep = np.abs(mu) <= half
    window_sd[half] = np.sqrt(moments(mu[keep], n_peak[keep])[1])
assert window_sd[150] < window_sd[200] < window_sd[250] < S_MEASURED

# Free electrons and band-tail states left in the data, window +-200 meV
N_TRAP = 1e17            # cm^-3
N_C = 5e18               # effective conduction-band density, cm^-3
DEPTH = 450.0            # peak centre below the conduction band, meV
TAIL_EDGE = 1e19         # tail density at the band edge, cm^-3 eV^-1
TAIL_SLOPE = 30.0        # tail decay energy, meV
keep = np.abs(mu) <= 200
mw = mu[keep]
free = N_C * np.exp((mw - DEPTH) / kT)
below = np.arange(0.5, 700.0)            # energy below the band edge, 1 meV bins
tail_g = TAIL_EDGE * 1e-3 * np.exp(-below / TAIL_SLOPE)
tail = expit((mw[:, None] - DEPTH + below[None, :]) / kT) @ tail_g
trap = N_TRAP * n_peak[keep]
sd_free = np.sqrt(moments(mw, trap + free)[1])
sd_both = np.sqrt(moments(mw, trap + free + tail)[1])
assert sd_both > sd_free > window_sd[200]

# Band bending through the film: u'' = curvature * filled fraction
EPS_R = 10.0
curvature = const.e * N_TRAP * 1e6 / (EPS_R * const.epsilon_0) * 1e-15  # meV/nm^2
fill = CubicSpline(mu, n_peak)


def film_sweep(thickness, steps=80):
    """Surface Fermi level, mean filling and bending when the film is full."""
    start = np.arange(-700.0, 701.0)
    u, v, h = start.copy(), np.zeros_like(start), thickness / steps
    for _ in range(steps):
        a1 = curvature * fill(u)
        a2 = curvature * fill(u + h * v / 2 + h**2 * a1 / 8)
        a3 = curvature * fill(u + h * v + h**2 * a2 / 2)
        u = u + h * v + h**2 * (a1 + 2 * a2) / 6
        v = v + h * (a1 + 4 * a2 + a3) / 6
    return u, v / (curvature * thickness), u[-1] - start[-1]


bend, film_sd = {}, {}
for d in (5, 10, 20):
    surface, mean_fill, bend[d] = film_sweep(d)
    film_sd[d] = np.sqrt(moments(surface, mean_fill)[1])
    assert abs(bend[d] - curvature * d**2 / 2) < 1e-6
overlap = np.sum(n_peak * (1 - n_peak))  # integral over mu, 1 meV step
added_first_order = 2 / 3 * bend[5] * overlap
added_5nm = film_sd[5]**2 - var1
# Terms of second order in the bending are dropped: 5 per cent allowed.
assert abs(added_5nm / added_first_order - 1) < 0.05

# Emission time of trapped electrons, from detailed balance
CROSS_SECTION = 1e-16    # cm^2
V_THERMAL = 1e7          # cm/s
attempt = CROSS_SECTION * V_THERMAL * N_C
tau_centre = np.exp(DEPTH / kT) / attempt
tau_deep = np.exp((DEPTH + 2 * S_MEASURED) / kT) / attempt

print(f"temperature: {T:.0f} K; kT = {kT:.2f} meV")
print(f"measured standard deviation s: {S_MEASURED:.1f} meV")
print(f"measured variance: {S_MEASURED**2:.1f} meV^2")
print(f"kernel variance/(kT)^2 by quadrature: {kernel_var:.6f}")
print(f"thermal variance: {thermal_sd(T)**2:.1f} meV^2")
print(f"thermal standard deviation: {thermal_sd(T):.2f} meV")
print(f"intrinsic variance: {sigma0**2:.1f} meV^2")
print(f"intrinsic standard deviation: {sigma0:.2f} meV = {sigma0/1e3:.4f} eV")
print(f"round trip, simulated s: {np.sqrt(var1):.3f} meV")
print(f"excess kurtosis simulated, formula: {kurt1:.4f}, {kurt_formula:.4f}")
print(f"skewed peak, intrinsic variance: {ramp_var:.1f} meV^2")
for t, value in zip(temps, ramp_s2):
    print(f"skewed peak, apparent variance at {t:.0f} K: {value:.1f} meV^2")
print(f"slope of s^2 against T^2, simulated: {slope:.6f} meV^2/K^2")
print(f"slope of s^2 against T^2, formula: {slope_formula:.6f} meV^2/K^2")
print(f"intercept of that line: {intercept:.1f} meV^2")
print(f"peak shift for degeneracy 2: {mean2 - mean1:.2f} meV")
print(f"d sigma0/d s: {ds_formula:.3f}")
print(f"d sigma0/d T: {dT_formula:.3f} meV/K")
print(f"sigma0 for s = 58, 62 meV: {recover(58):.1f}, {recover(62):.1f} meV")
print(f"sigma0 if film is at 310 K: {recover(S_MEASURED, 310):.1f} meV")
print(f"thermal kernel FWHM: {kernel_fwhm:.1f} meV")
print(f"FWHM of the example's apparent peak: {widths[3]:.1f} meV")
print(f"Gaussian fit to the apparent peak, width: {fit_sd:.2f} meV")
print(f"sigma0 if the 60 meV is a Gaussian-fit width: {sigma0_if_fit:.1f} meV")
for half, sd in window_sd.items():
    print(f"window +-{half} meV: s = {sd:.1f}, recovered {recover(sd):.1f} meV")
print(f"trap density: {N_TRAP:.1e} cm^-3, {DEPTH:.0f} meV below band")
print(f"effective band density: {N_C:.1e} cm^-3")
print(f"tail: {TAIL_EDGE:.1e} cm^-3 eV^-1 at edge, slope {TAIL_SLOPE:.0f} meV")
print(f"+-200 meV with free electrons: s = {sd_free:.1f}, "
      f"recovered {recover(sd_free):.1f} meV")
print(f"+-200 meV with free electrons and tail: s = {sd_both:.1f}, "
      f"recovered {recover(sd_both):.1f} meV")
print(f"relative permittivity: {EPS_R:.0f}")
for d in (5, 10, 20):
    print(f"film {d} nm: full bending {bend[d]:.1f}, s = {film_sd[d]:.1f}, "
          f"recovered {recover(film_sd[d]):.1f} meV")
print(f"integral of F(1-F): {overlap:.2f} meV")
print(f"variance added at 5 nm, Poisson: {added_5nm:.1f} meV^2")
print(f"variance added at 5 nm, first order: {added_first_order:.1f} meV^2")
print(f"capture cross-section: {CROSS_SECTION:.0e} cm^2; "
      f"thermal speed: {V_THERMAL:.0e} cm/s")
print(f"emission time at peak centre: {tau_centre:.1e} s")
print(f"emission time 120 meV deeper: {tau_deep:.1e} s")
print("all assertions hold")
```

It prints:

```
temperature: 300 K; kT = 25.85 meV
measured standard deviation s: 60.0 meV
measured variance: 3600.0 meV^2
kernel variance/(kT)^2 by quadrature: 3.289868
thermal variance: 2198.7 meV^2
thermal standard deviation: 46.89 meV
intrinsic variance: 1401.3 meV^2
intrinsic standard deviation: 37.43 meV = 0.0374 eV
round trip, simulated s: 60.001 meV
excess kurtosis simulated, formula: 0.4476, 0.4476
skewed peak, intrinsic variance: 1789.9 meV^2
skewed peak, apparent variance at 200 K: 2767.2 meV^2
skewed peak, apparent variance at 300 K: 3988.7 meV^2
skewed peak, apparent variance at 400 K: 5698.8 meV^2
slope of s^2 against T^2, simulated: 0.024430 meV^2/K^2
slope of s^2 against T^2, formula: 0.024430 meV^2/K^2
intercept of that line: 1790.0 meV^2
peak shift for degeneracy 2: -17.92 meV
d sigma0/d s: 1.603
d sigma0/d T: -0.196 meV/K
sigma0 for s = 58, 62 meV: 34.1, 40.6 meV
sigma0 if film is at 310 K: 35.4 meV
thermal kernel FWHM: 91.1 meV
FWHM of the example's apparent peak: 132.3 meV
Gaussian fit to the apparent peak, width: 57.30 meV
sigma0 if the 60 meV is a Gaussian-fit width: 41.2 meV
window +-150 meV: s = 56.0, recovered 30.5 meV
window +-200 meV: s = 59.0, recovered 35.8 meV
window +-250 meV: s = 59.8, recovered 37.1 meV
trap density: 1.0e+17 cm^-3, 450 meV below band
effective band density: 5.0e+18 cm^-3
tail: 1.0e+19 cm^-3 eV^-1 at edge, slope 30 meV
+-200 meV with free electrons: s = 59.7, recovered 37.0 meV
+-200 meV with free electrons and tail: s = 60.5, recovered 38.2 meV
relative permittivity: 10
film 5 nm: full bending 2.3, s = 60.4, recovered 38.1 meV
film 10 nm: full bending 9.0, s = 61.7, recovered 40.1 meV
film 20 nm: full bending 36.2, s = 67.1, recovered 48.0 meV
integral of F(1-F): 33.56 meV
variance added at 5 nm, Poisson: 51.0 meV^2
variance added at 5 nm, first order: 50.6 meV^2
capture cross-section: 1e-16 cm^2; thermal speed: 1e+07 cm/s
emission time at peak centre: 7.3e-03 s
emission time 120 meV deeper: 7.5e-01 s
all assertions hold
```
